# Electric-quadrupole strengths within p^N and the decays of oxygen 1S0: verification in Python

```python
"""Electric-quadrupole (E2) strengths inside p^N and the decays of O 1S0.
Result under test: S = c <r^2>^2, with c = 8/5 for 1S-1D in p^4, and
A = (alpha omega)^5 S / (15 g). Decays of 1S0: 1D2 and 3P2 by E2,
3P1 by M1, 3P0 by no single photon.
S: strength summed over magnetic states; g: weight of the initial level;
alpha: fine-structure constant; omega: photon energy; zeta: spin-orbit
parameter; F2: 2p-2p Slater integral. Atomic units inside the program.
"""
from math import comb
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from sympy import Rational
from sympy.physics.wigner import wigner_6j
from pyscf import gto, scf, ao2mo

alpha = const.fine_structure
hartree_ev = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0] * 1e10
time_unit = const.physical_constants['atomic unit of time'][0]

# ---------- Hartree-Fock for 1s2 2s2 2p4 with spherical orbitals ----------
basis = [[0, [0.06 * 2.2**k, 1.0]] for k in range(18)]
basis += [[1, [0.04 * 2.2**k, 1.0]] for k in range(12)]
mol = gto.M(atom='O 0 0 0', basis={'O': basis}, spin=2, verbose=0)
kinetic = mol.intor('int1e_kin')
nuclear = mol.intor('int1e_nuc')
overlap = mol.intor('int1e_ovlp')
core_h = kinetic + nuclear
eri = mol.intor('int2e', aosym='s8')
offsets = mol.ao_loc_nr()
s_index = np.array([offsets[b] for b in range(mol.nbas)
                    if mol.bas_angular(b) == 0])
p_index = np.array([offsets[b] for b in range(mol.nbas)
                    if mol.bas_angular(b) == 1])


def hartree_fock(term_coefficient):
    """Minimize E(configuration average) + term_coefficient * F2."""
    fock_s = fock_p = kinetic + 0.6 * nuclear
    density = None
    for _ in range(400):
        ss = np.ix_(s_index, s_index)
        zz = np.ix_(p_index + 2, p_index + 2)
        s_orb = eigh(fock_s[ss], overlap[ss])[1][:, :2]
        p_orb = eigh(fock_p[zz], overlap[zz])[1][:, 0]
        closed = np.zeros((mol.nao, 2))
        closed[s_index] = s_orb
        shell = np.zeros((mol.nao, 3))
        for m in range(3):
            shell[p_index + m, m] = p_orb
        new = np.array([2 * closed @ closed.T, 4 / 3 * shell @ shell.T])
        change = 1.0 if density is None else np.abs(new - density).max()
        density = new if density is None else 0.5 * (new + density)
        coul, exch = scf.hf.dot_eri_dm(eri, density, hermi=1)
        g_closed, g_open = coul - exch / 2
        f2_matrix = 2.5 * (3 * exch[1] - coul[1]) / 16
        fock_s = core_h + g_closed + g_open
        fock_p = (core_h + g_closed + 0.9 * g_open
                  + 2 * term_coefficient * f2_matrix)
        if change < 1e-8:
            break
    assert change < 1e-8
    d_closed, d_open = density
    f2 = np.sum(d_open * f2_matrix)
    e_closed = np.sum(d_closed * (core_h + g_closed / 2))
    energy = (e_closed + np.sum(d_open * (core_h + g_closed))
              + 0.45 * np.sum(d_open * g_open) + term_coefficient * f2)
    ekin = np.sum((d_closed + d_open) * kinetic)
    h_active = shell.T @ (core_h + g_closed) @ shell
    r2 = (shell.T @ mol.intor('int1e_r2') @ shell)[2, 2]
    return dict(E=energy, T=ekin, F2=f2, r2=r2, shell=shell,
                h=h_active, E_closed=e_closed)


average = hartree_fock(0.0)
terms_hf = {'3P': hartree_fock(-3 / 25), '1D': hartree_fock(3 / 25),
            '1S': hartree_fock(12 / 25)}
assert abs(average['E'] / average['T'] + 1) < 2e-4  # virial theorem

# ---------- occupation-number matrices for six p spin-orbitals ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
destroy = []
for mode in range(6):
    matrix = np.eye(1)
    for site in range(6):
        factor = parity if site < mode else np.eye(2)
        matrix = np.kron(matrix, lower if site == mode else factor)
    destroy.append(matrix)


def one_body(matrix):
    total = np.zeros((64, 64), complex)
    for a in range(6):
        for b in range(6):
            if matrix[a, b] != 0:
                total += matrix[a, b] * destroy[a].T @ destroy[b]
    return total


def orbital_operator(matrix):
    return one_body(np.kron(matrix, np.eye(2)))


levi = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, c], levi[a, c, b] = 1, -1
l_small = [-1j * levi[k] for k in range(3)]
s_small = [np.array([[0, 1], [1, 0]]) / 2,
           np.array([[0, -1j], [1j, 0]]) / 2, np.diag([0.5, -0.5])]
L_op = [orbital_operator(m) for m in l_small]
S_op = [one_body(np.kron(np.eye(3), m)) for m in s_small]
J_op = [x + y for x, y in zip(L_op, S_op)]
M1_op = [x + 2 * y for x, y in zip(L_op, S_op)]
spin_orbit = one_body(sum(np.kron(x, y) for x, y in zip(l_small, s_small)))
L2, S2, J2 = [sum(x @ x for x in ops) for ops in (L_op, S_op, J_op)]
count = np.rint(np.diag(one_body(np.eye(6))).real).astype(int)


def block(operator, n):
    keep = np.where(count == n)[0]
    return operator[np.ix_(keep, keep)]


def active_hamiltonian(result):
    """Full Hamiltonian of the p shell outside the closed shells."""
    two = ao2mo.kernel(mol, result['shell'], compact=False)
    two = two.reshape(3, 3, 3, 3)
    unit = np.eye(3)
    move = [[orbital_operator(np.outer(unit[i], unit[j]))
             for j in range(3)] for i in range(3)]
    ham = orbital_operator(result['h']) + result['E_closed'] * np.eye(64)
    for i, j, k, l in np.ndindex(3, 3, 3, 3):
        if abs(two[i, j, k, l]) > 1e-13:
            pair = move[i][j] @ move[k][l] - (j == k) * move[i][l]
            ham = ham + 0.5 * two[i, j, k, l] * pair
    return ham


# term energies of the SCF against diagonalization in p^4
for name, position in (('3P', 0), ('1D', 9), ('1S', 14)):
    ham = block(active_hamiltonian(terms_hf[name]), 4)
    level = np.linalg.eigvalsh(ham)[position]
    assert abs(level - terms_hf[name]['E']) < 1e-6

# quadrupole operators from the actual integrals over the 2p orbitals
shell, r2, F2 = average['shell'], average['r2'], average['F2']
second = np.array([shell.T @ m @ shell for m in mol.intor('int1e_rr')])
second = second.reshape(3, 3, 3, 3)
trace = sum(second[i, i] for i in range(3))
Q_op = [[orbital_operator(second[i, j] - (i == j) * trace / 3)
         for j in range(3)] for i in range(3)]
Q_flat = [Q_op[i][j] for i in range(3) for j in range(3)]


def strength(left, right, operators, n):
    return sum(np.sum(np.abs(left.conj().T @ block(o, n) @ right)**2)
               for o in operators)


def e2_strength(left, right, n):
    return 1.5 * strength(left, right, Q_flat, n)


def states(n, L, S, J=None):
    """All p^n states with the given quantum numbers."""
    wanted = [(L2, L), (S2, S)] + ([] if J is None else [(J2, J)])
    miss = 0
    for operator, q in wanted:
        diff = block(operator, n)
        diff = diff - q * (q + 1) * np.eye(len(diff))
        miss = miss + diff @ diff
    values, vectors = np.linalg.eigh(miss)
    return vectors[:, values < 1e-8]


def six_j(*args):
    return float(wigner_6j(*[Rational(int(round(2 * x)), 2) for x in args]))


def angular_factor(n, L, S, Lp, Sp):
    if S != Sp:
        return 0.0
    if n in (1, 5):
        return 6 / 5
    if n == 3:
        return 18 / 5 if {L, Lp} == {1, 2} else 0.0
    return 24 / 5 * (2*L + 1) * (2*Lp + 1) * six_j(L, 2, Lp, 1, 1, 1)**2


term_list = {1: [(1, 0.5)], 2: [(1, 1), (2, 0), (0, 0)],
             3: [(0, 1.5), (2, 0.5), (1, 0.5)]}
term_list[4], term_list[5] = term_list[2], term_list[1]
measured = {}
for n, terms in term_list.items():
    total = 0.0
    for L, S in terms:
        for Lp, Sp in terms:
            value = e2_strength(states(n, L, S), states(n, Lp, Sp), n) / r2**2
            total += value
            factor = value / (2 * S + 1)
            measured[n, L, S, Lp, Sp] = factor
            expected = angular_factor(n, L, S, Lp, Sp)
            assert abs(factor - expected) < 1e-8
            if S != Sp:
                continue
            for J in np.arange(abs(L - S), L + S + 1):
                for Jp in np.arange(abs(Lp - S), Lp + S + 1):
                    direct = e2_strength(states(n, L, S, J),
                                         states(n, Lp, S, Jp), n) / r2**2
                    formula = ((2*J + 1) * (2*Jp + 1) * expected
                               * six_j(L, J, S, Jp, Lp, 2)**2)
                    assert abs(direct - formula) < 1e-8
    assert abs(total - comb(4, n - 1) * 12 / 5) < 1e-8

# ---------- E2 amplitude from a fully retarded plane wave, H 3d-1s ----------
w_h = 0.5 * (1 - 1 / 9)
k_h = alpha * w_h
t, wt = np.polynomial.laguerre.laggauss(30)
u, wu = np.polynomial.legendre.leggauss(20)
r, weight = 0.75 * t[:, None], 0.75 * np.outer(wt, wu) * np.pi
x2, z = r**2 * (1 - u**2), r * u
retarded = np.sum(weight * r**2 * x2 * z / r * np.sin(k_h * z))
quadrupole = w_h * k_h / 2 * np.sum(weight * r**2 * x2 * z**2)
assert abs(retarded / quadrupole - 1) < 1e-4  # neglected terms: (kr)^2

# ---------- oxygen green line ----------
wavelength = 5577.0  # angstrom, given by the topic
omega = 2 * np.pi / (alpha * wavelength / bohr)
upper, final = states(4, 0, 0), states(4, 2, 0)
S_green = e2_strength(upper, final, 4)


def e2_rate(energy, line_strength):
    return (alpha * energy)**5 * line_strength / 15 / time_unit


A_green = e2_rate(omega, S_green)
Q_final = np.array([[(final.conj().T @ block(Q_op[i][j], 4) @ upper)[:, 0]
                     for j in range(3)] for i in range(3)])
angle_sum = 0.0
nodes, node_weights = np.polynomial.legendre.leggauss(8)
for cosine, node_weight in zip(nodes, node_weights):
    sine = np.sqrt(1 - cosine**2)
    for phi in 2 * np.pi * np.arange(16) / 16:
        cp, sp = np.cos(phi), np.sin(phi)
        direction = np.array([sine * cp, sine * sp, cosine])
        for pol in (np.array([cosine * cp, cosine * sp, -sine]),
                    np.array([-sp, cp, 0.0])):
            amp = np.einsum('i,ijf,j->f', pol, Q_final, direction)
            angle_sum += node_weight * np.pi / 8 * np.sum(np.abs(amp)**2)
A_direct = (alpha**3 * omega / (2 * np.pi)
            * (omega * alpha * omega / 2)**2 * angle_sum / time_unit)
assert abs(A_direct / A_green - 1) < 1e-8

# ---------- decays with spin-orbit coupling ----------
ham4 = block(active_hamiltonian(average), 4)
slices = {'3P2': (0, 5, 2), '3P1': (5, 8, 1), '3P0': (8, 9, 0),
          '1D2': (9, 14, 2), '1S0': (14, 15, 0)}


def decay_strengths(zeta):
    vectors = np.linalg.eigh(ham4 + zeta * block(spin_orbit, 4))[1]
    level = {}
    for name, (first, last, J) in slices.items():
        level[name] = vectors[:, first:last]
        j2 = level[name].conj().T @ block(J2, 4) @ level[name]
        assert np.allclose(j2, J * (J + 1) * np.eye(last - first), atol=1e-5)
    return {name: (e2_strength(level['1S0'], level[name], 4),
                   strength(level['1S0'], level[name], M1_op, 4))
            for name in ('1D2', '3P2', '3P1', '3P0')}


zeta = 0.02 / hartree_ev  # round model parameter
decays = decay_strengths(zeta)
for name, (e2, m1) in decays.items():
    assert (e2 > 1e-8) == (name in ('1D2', '3P2'))
    assert (m1 > 1e-8) == (name == '3P1')
    assert e2 > 1e-8 or e2 < 1e-16
    assert m1 > 1e-8 or m1 < 1e-16
weak = 1e-4 / hartree_ev
weak_decays = decay_strengths(weak)
assert abs(weak_decays['3P2'][0] / (5 * (weak * r2 / F2)**2) - 1) < 2e-3
assert abs(weak_decays['3P1'][1] / (100 / 9 * (weak / F2)**2) - 1) < 2e-3

uv_energy = 4.2 / hartree_ev  # rough input for both ultraviolet lines
A_3P2 = e2_rate(uv_energy, decays['3P2'][0])
A_3P1 = ((alpha * uv_energy)**3 * alpha**2 * decays['3P1'][1]
         / 3 / time_unit)
assert A_green > 5 * (A_3P1 + A_3P2)

# ---------- numbers for the text ----------
print('Angular factors c = S/<r^2>^2 per spin component (no unit)')
for label, key in (('p1 2P-2P', (1, 1, .5, 1, .5)),
                   ('p2 3P-3P', (2, 1, 1, 1, 1)),
                   ('p2 1D-1D', (2, 2, 0, 2, 0)),
                   ('p2 1D-1S', (2, 2, 0, 0, 0)),
                   ('p3 2D-2P', (3, 2, .5, 1, .5)),
                   ('p3 2D-2D', (3, 2, .5, 2, .5)),
                   ('p3 2P-2P', (3, 1, .5, 1, .5)),
                   ('p4 3P-3P', (4, 1, 1, 1, 1)),
                   ('p4 1D-1D', (4, 2, 0, 2, 0)),
                   ('p4 1D-1S', (4, 2, 0, 0, 0)),
                   ('p5 2P-2P', (5, 1, .5, 1, .5))):
    print(f'  {label}: {measured[key]:.4f}')
print(f'Average-configuration HF energy: {average["E"]*hartree_ev:.3f} eV')
print(f'Slater integral F2(2p,2p): {F2*hartree_ev:.3f} eV')
print(f'<r^2> of 2p, average HF: {r2*bohr**2:.4f} angstrom^2')
print(f'  same, converted: {r2:.4f} a.u.')
print(f'Green-line wavelength (input): {wavelength:.1f} angstrom')
print(f'Green-line photon energy: {omega*hartree_ev:.4f} eV')
print(f'alpha*omega (wave number): {alpha*omega/bohr:.5e} 1/angstrom')
print(f'E2 strength 1S0-1D2: {S_green*bohr**4:.4f} angstrom^4')
print(f'  same, converted: {S_green:.4f} a.u.')
print(f'E2 rate 1S0-1D2: {A_green:.3f} 1/s')
print(f'Partial lifetime for this decay: {1/A_green:.3f} s')
for name, result in terms_hf.items():
    rate = e2_rate(omega, 8 / 5 * result['r2']**2)
    print(f'{name} orbitals: <r^2> = {result["r2"]*bohr**2:.4f} angstrom^2,'
          f' green rate = {rate:.3f} 1/s')
print(f'Spin-orbit parameter zeta (model): {zeta*hartree_ev:.3f} eV')
print('Strengths from 1S0 (E2 in angstrom^4; M1 of L+2S, no unit)')
for name, (e2, m1) in decays.items():
    print(f'  to {name}: E2 = {e2*bohr**4:.3e}, M1 = {m1:.3e}')
print(f'Ultraviolet photon energy (rough input): {uv_energy*hartree_ev:.1f} eV')
print(f'M1 rate 1S0-3P1, rough: {A_3P1:.1e} 1/s')
print(f'E2 rate 1S0-3P2, rough: {A_3P2:.1e} 1/s')
share = A_green / (A_green + A_3P1 + A_3P2)
print(f'Green-line share of the one-photon decays, rough: {100*share:.0f} %')
print(f'Retarded/E2 amplitude ratio minus 1, H 3d-1s: '
      f'{retarded/quadrupole-1:.1e} (no unit)')
print('checks complete')
```

Running it gives:

```
Angular factors c = S/<r^2>^2 per spin component (no unit)
  p1 2P-2P: 1.2000
  p2 3P-3P: 1.2000
  p2 1D-1D: 2.8000
  p2 1D-1S: 1.6000
  p3 2D-2P: 3.6000
  p3 2D-2D: 0.0000
  p3 2P-2P: 0.0000
  p4 3P-3P: 1.2000
  p4 1D-1D: 2.8000
  p4 1D-1S: 1.6000
  p5 2P-2P: 1.2000
Average-configuration HF energy: -2034.569 eV
Slater integral F2(2p,2p): 9.086 eV
<r^2> of 2p, average HF: 0.5605 angstrom^2
  same, converted: 2.0014 a.u.
Green-line wavelength (input): 5577.0 angstrom
Green-line photon energy: 2.2231 eV
alpha*omega (wave number): 1.12662e-03 1/angstrom
E2 strength 1S0-1D2: 0.5026 angstrom^4
  same, converted: 6.4090 a.u.
E2 rate 1S0-1D2: 1.330 1/s
Partial lifetime for this decay: 0.752 s
3P orbitals: <r^2> = 0.5531 angstrom^2, green rate = 1.296 1/s
1D orbitals: <r^2> = 0.5681 angstrom^2, green rate = 1.367 1/s
1S orbitals: <r^2> = 0.5922 angstrom^2, green rate = 1.485 1/s
Spin-orbit parameter zeta (model): 0.020 eV
Strengths from 1S0 (E2 in angstrom^4; M1 of L+2S, no unit)
  to 1D2: E2 = 5.026e-01, M1 = 2.109e-26
  to 3P2: E2 = 7.456e-06, M1 = 1.495e-25
  to 3P1: E2 = 4.398e-26, M1 = 5.423e-05
  to 3P0: E2 = 2.816e-27, M1 = 1.587e-26
Ultraviolet photon energy (rough input): 4.2 eV
M1 rate 1S0-3P1, rough: 5.7e-02 1/s
E2 rate 1S0-3P2, rough: 4.8e-04 1/s
Green-line share of the one-photon decays, rough: 96 %
Retarded/E2 amplitude ratio minus 1, H 3d-1s: -1.8e-05 (no unit)
checks complete
```
